Trap Emission Energy from a Transistor Hotter Than Its Chuck

**Problem**

After a transistor has been held in a state that fills its traps, its drain current is low and recovers as the traps emit their electrons. The recovery is recorded with the transistor conducting, at chuck temperatures of 300 K and 350 K. Dissipation keeps the channel 40 K above the chuck in both runs. The trap has a true emission energy of 0.60 eV. The experimenter plots the logarithm of the emission rate against the reciprocal of the chuck temperature and takes the energy from the slope. What energy is obtained, if the variation of the emission prefactor with temperature is neglected?

**A tempting solution**

The channel temperatures are 340 K and 390 K. They differ by 50 K, as the chuck temperatures do. Heating has therefore moved both points by the same amount along the temperature axis. A sideways shift changes the intercept of a straight line but not its slope, so the plot still gives 0.60 eV.

**The fault**

The temperature differences are indeed equal, but the axis of the plot is reciprocal temperature. A small change dT changes 1/T by

d(1/T) = −dT/T².

A given interval in kelvin therefore spans less reciprocal temperature when it lies higher on the scale. For the chuck,

1/300 − 1/350 = 4.762 × 10⁻⁴ K⁻¹,

while for the channel, where the emission takes place,

1/340 − 1/390 = 3.771 × 10⁻⁴ K⁻¹.

The rates change according to the second interval, but the experimenter divides by the first. The slope comes out too small.

**The right solution**

Let n be the trapped charge, e the emission rate, k the Boltzmann constant, Tc the chuck temperature, Δ the temperature rise and T = Tc + Δ the temperature at the trap. Assume a single trap level, no recapture of emitted electrons, a trap at the channel temperature, and heating that is steady during the recovery. Then

dn/dt = −e n, so n(t) = n(0) exp(−e t).

If the missing current is proportional to n, it falls to the fraction exp(−1) of its initial value in the time τ = 1/e. The measured time constant thus gives the rate. With a constant prefactor ν,

e = ν exp[−E/(kT)].

Here E is the emission barrier at the operating electric field. For runs 1 and 2,

ln e₁ = ln ν − E/(kT₁),
ln e₂ = ln ν − E/(kT₂).

Subtracting the first from the second removes ν:

ln(e₂/e₁) = (E/k)(1/T₁ − 1/T₂).

The apparent energy is minus the slope of ln e against 1/(kTc):

E_app = −[ln e₂ − ln e₁]/[1/(kTc₂) − 1/(kTc₁)]
= k ln(e₂/e₁)/(1/Tc₁ − 1/Tc₂).

Inserting the logarithm of the rate ratio gives

E_app = E (1/T₁ − 1/T₂)/(1/Tc₁ − 1/Tc₂).

This form also holds when the two rises differ. Putting each difference over a common denominator,

1/T₁ − 1/T₂ = (T₂ − T₁)/(T₁T₂),
1/Tc₁ − 1/Tc₂ = (Tc₂ − Tc₁)/(Tc₁Tc₂).

For equal rises T₂ − T₁ = Tc₂ − Tc₁. These factors cancel, leaving

E_app = E Tc₁Tc₂/(T₁T₂)
= 0.60 eV × (300 × 350)/(340 × 390)
= 0.60 eV × 0.7919
= 0.475 eV.

The plot therefore gives about 0.48 eV, which is 0.125 eV, or 21 % of the true energy, too low. The tempting solution used the correct fact that the temperature differences are equal, but that fact cancels the numerators and leaves the products of temperatures behind.

The result contains no ν. To see the size of the rates, take ν = 10¹¹ s⁻¹. The time constants are then 7.83 ms at the 300 K chuck and 0.567 ms at the 350 K chuck, and ln(e₂/e₁) = 2.6255. With k = 8.617 × 10⁻⁵ eV/K,

E_app = 8.617 × 10⁻⁵ × 2.6255/(4.762 × 10⁻⁴) eV = 0.475 eV.

Here the rates came from numerical integration of dn/dt = −e n and a reading of the time to exp(−1), so the same energy is reached through the simulated measurement.

**Limits, and why the plot looks sound**

When Δ tends to zero, E_app tends to E. When Δ is much larger than both chuck temperatures, the formula tends to E Tc₁Tc₂/Δ²: the trap temperature still rises by 50 K between the runs, but its reciprocal hardly changes, and the apparent energy tends to zero. This second limit is mathematical; a real transistor would fail first.

For two chuck temperatures very close together, the slope follows from derivatives:

d(ln e)/dTc = E/[k(Tc + Δ)²],
d[1/(kTc)]/dTc = −1/(kTc²).

Minus the ratio of the first to the second is the local apparent energy,

E_loc = E [Tc/(Tc + Δ)]².

It is 0.467 eV at a 300 K chuck and 0.483 eV at 350 K. The square root of the product of these two values is E Tc₁Tc₂/(T₁T₂), so the two-point energy is their geometric mean.

Since the local slope changes so little, a third point hardly exposes the error. To find where it falls, the intercept of the two-point line is needed. Extrapolating from run 1 to 1/Tc = 0,

ln ν_app = ln e₁ + E_app/(kTc₁)
= ln ν − E/(kT₁) + E Tc₂/(kT₁T₂)
= ln ν − E(T₂ − Tc₂)/(kT₁T₂)
= ln ν − EΔ/(kT₁T₂).

At a 325 K chuck the channel is at 365 K. The true ln e minus the value on the line is

−(E/k)[1/365 − Δ/(T₁T₂) − Tc₁Tc₂/(325 T₁T₂)],

with temperatures in kelvin. This gives a rate 1.1 % below the line. A fit through three such points looks straight, although its slope is wrong by 21 %. Straightness is no evidence that the temperature axis is right.

The intercept also carries an error of its own:

ν_app/ν = exp[−EΔ/(kT₁T₂)] = exp(−2.10) = 0.122.

The apparent prefactor is too small by a factor of 8.2. A capture cross-section obtained by dividing this prefactor by a fixed conversion factor is too small in the same proportion. A trap could then be assigned to the wrong defect on two counts.

**Correcting the measurement**

For a constant prefactor, the direct cure is to plot ln e against the reciprocal of the channel temperature. If the two rises are equal and their size is known, the energy already obtained can instead be multiplied by

T₁T₂/(Tc₁Tc₂) = 1.263,

which turns 0.475 eV back into 0.60 eV.

The accuracy needed in Δ follows by differentiation. For a common change in both rises, the logarithm of the formula is

ln E_app = ln E + ln(Tc₁Tc₂) − ln T₁ − ln T₂,

so, with dT₁/dΔ = dT₂/dΔ = 1,

∂E_app/∂Δ = −E_app(1/T₁ + 1/T₂) = −2.6 meV/K.

If the rise changes in the hot run alone, the general form for unequal rises gives

∂E_app/∂T₂ = E/[T₂²(1/Tc₁ − 1/Tc₂)] = +8.3 meV/K.

The signs differ for a physical reason. Raising both temperatures compresses the true reciprocal interval, while raising the hotter one alone widens it. The second effect is about three times as large per kelvin, so a difference between the two rises matters more than an equal change in both.

**What neglecting the prefactor means**

For emission into a parabolic band with a constant capture cross-section, the prefactor is not constant. Detailed balance equates emission to capture in equilibrium. The capture flux contains the electron speed, proportional to √u at kinetic energy u, the density of states, also proportional to √u, and the Boltzmann factor:

∫₀^∞ √u √u exp[−u/(kT)] du = (kT)².

Hence ν is proportional to T². If such rates are still plotted as ln e, the rate ratio gains a factor (T₂/T₁)², and the apparent energy gains

2k ln(T₂/T₁)/(1/Tc₁ − 1/Tc₂) = 0.050 eV.

The plot then gives 0.525 eV, not 0.48 eV. If ln(e/Tc²) is plotted instead, the division by Tc² removes

2k ln(Tc₂/Tc₁)/(1/Tc₁ − 1/Tc₂) = 0.056 eV,

and the result is 0.475 + 0.050 − 0.056 = 0.469 eV. The answer of about 0.48 eV thus belongs to a constant prefactor, and it is nearly recovered when a T² prefactor is divided out, even with the wrong temperature. To obtain the true 0.60 eV with such a prefactor, plot ln(e/T²) against 1/T, using the channel temperature in both places.

**Comparison with a real transistor**

The numbers lie in the regime of a gallium nitride high-electron-mobility transistor on silicon carbide. A drain bias of 10 V, a current of 0.4 A/mm and a thermal resistance of 10 K mm/W give

Δ = 10 V × 0.4 A/mm × 10 K mm/W = 40 K.

These are rough typical values; the thermal resistance in particular depends on layout and substrate. The assumption of equal rises may fail in a real device, because the thermal conductivities of the semiconductor and substrate fall on heating. If the thermal resistance grows as Tc^1.2, a rough choice, the rise at the 350 K chuck becomes 48.1 K at fixed bias and current, and E_app becomes 0.54 eV. About half the deficit has gone, though the device is hotter. If the current also falls as 1/Tc at the same bias, the rise is 41.3 K and E_app is 0.49 eV. The answer to the problem therefore rests on nearly equal heating, which has to be established for the device in hand.

**Heating that changes during the recovery**

At fixed bias the power follows the current. Suppose the current starts 10 % low and the heating is Δ[1 − 0.10 n(t)/n(0)]. The simulated recovery then gives 0.482 eV, an increase of 7 meV. To first order, a channel cooler by δT has its ln e lowered by E δT/(kT²). This reduction is larger in the 340 K run than in the 390 K run, so the rate ratio increases.

A short thermal delay acts the other way. If heating starts with the recovery and approaches 40 K with a time constant of 0.1 ms, the apparent energy falls to 0.442 eV. The delay is 18 % of the trap time constant in the hot run but about 1 % in the cold run. It therefore slows the hot recovery more and reduces the rate ratio. Longer delays first lower the apparent energy further, to about 0.34 eV for delays of 1 ms and 10 ms. A delay much longer than the unheated recovery at the 300 K chuck, 0.12 s, leaves the channel near the chuck temperature while the traps empty, and the apparent energy returns towards 0.60 eV; it is 0.57 eV for a delay of 1 s.

**Electric field**

Suppose the bias drops over 1 µm. The mean field F is then 0.1 MV/cm, about 3 % of a rough breakdown field of 3 MV/cm, so breakdown is not expected at the mean field. The field near the gate edge can be several times higher; 0.3 MV/cm serves as a second case.

If the trap is positively charged when empty, its attraction and the field together give an electron at distance r, along the easiest direction of escape, the potential energy

U(r) = −q²/(4πεr) − qFr,

where q is the elementary charge and ε the permittivity. Setting dU/dr = 0 gives r² = q/(4πεF). The two terms are equal there, and the barrier top lies below zero by

2qFr = √[q³F/(πε)].

With a relative permittivity of 5.3, this Poole–Frenkel lowering is 0.104 eV at 0.1 MV/cm and 0.181 eV at 0.3 MV/cm. It does not change the answer when 0.60 eV is the barrier at the operating field, as assumed here. If 0.60 eV is instead the depth at zero field, the apparent energies are

0.7919 × (0.600 − 0.104) eV = 0.39 eV

and 0.33 eV. These values apply the full lowering to every escape; averaging over directions of escape gives about 0.41 eV and 0.35 eV. The permittivity 5.3 is the high-frequency value for gallium nitride; the static value, about 9.5, would give lowerings of 0.078 eV and 0.135 eV. For a trap that is neutral when empty, this Coulomb term is absent.

An electron may also be thermally raised part of the way and tunnel through the rest. For a triangular barrier with a height y left to cross, the leading tunnelling factor is exp(−a y^(3/2)), where a = 4√(2m)/(3ħqF) and m is the effective mass. For escape at this one height, the exponent exceeds that of full thermal emission by

g(y) = y/(kT) − a y^(3/2).

The condition dg/dy = 0 gives √y = 2/(3akT). At this height a√y = 2/(3kT), so g = y/(3kT), and

g = 4/[27a²(kT)³] = ħ²q²F²/[24m(kT)³].

With m equal to 0.2 free-electron masses, g at 340 K is 0.063 at 0.1 MV/cm and 0.57 at 0.3 MV/cm. This g is the largest gain in the exponent. Since it is below 1, no single height dominates. The escapes at all heights must be added, and the result depends on how they are weighted. In a one-dimensional model that keeps only the leading tunnelling factor, with z = y/(kT), the rate is multiplied by about

1 + ∫₀^(E/kT) exp[z − a(kT)^(3/2) z^(3/2)] dz,

where the 1 stands for emission over the top. This factor is larger in the colder run, because a(kT)^(3/2) is smaller there; the upper limit lies far beyond the heights that contribute. Tunnelling therefore reduces the rate ratio and lowers the apparent energy. Evaluating the factor at both channel temperatures gives shifts of about −22 meV at 0.1 MV/cm and −67 meV at 0.3 MV/cm. These values are rough, because much of the integral comes from heights near the top of the barrier, where the leading tunnelling factor is inaccurate. If the rate instead follows the thermally averaged three-dimensional density of band states at a point-like trap, the field multiplies it by exp(g), and the shifts are the −4 meV and −35 meV of the numerical output. The sign is the same in both models; the size depends on the model.

Each of these shifts was found with the other effects absent, and they should not simply be added. The numerical output lists the inputs used.

Computed values

```
True emission energy: 0.60 eV; prefactor: 1.0e+11 1/s
Drain bias: 10 V; current: 0.4 A/mm
Thermal resistance: 10 K mm/W; rise: 40 K
Chuck 300 K, channel 340 K: rate 127.7 1/s, time constant 7.829 ms
Chuck 350 K, channel 390 K: rate 1764.0 1/s, time constant 0.567 ms
ln(rate ratio): 2.6255
Chuck inverse-temperature interval: 4.7619e-04 1/K
Channel inverse-temperature interval: 3.7707e-04 1/K
Energy factor: 0.7919; inverse factor: 1.2629
Apparent energy, closed formula: 0.4751 eV
Apparent energy, simulated transients: 0.4751 eV
Energy deficit: 0.1249 eV
Local apparent energy at 300 K chuck: 0.4671 eV
Local apparent energy at 350 K chuck: 0.4832 eV
Apparent prefactor: 1.224e+10 1/s; ratio to true: 0.1224
Prefactor too small by factor: 8.17
Rate departure from line at 325 K chuck: -1.10 %
Sensitivity, common rise: -2.62 meV/K
Sensitivity, rise at 350 K chuck only: 8.28 meV/K
T^2 emission, ln(e) plot: 0.5248 eV
T^2 emission, ln(e/Tc^2) plot: 0.4690 eV
Rough exponents: thermal resistance 1.2, current -1.0
Resistance grows: rise at 350 K chuck 48.1 K, apparent 0.5411 eV
Resistance grows, current falls: rise 41.3 K, apparent 0.4855 eV
Current collapse 10 %: apparent 0.4819 eV
Thermal lag 0.1 ms: apparent 0.4419 eV
Rough relative permittivity: 5.3; mass: 0.2 m_e
Length over which bias drops: 1.0 um
Field 0.1 MV/cm: Poole-Frenkel lowering 0.104 eV
  apparent energy if 0.60 eV is zero-field depth: 0.393 eV
  tunnelling exponent at 340 K: 0.063; apparent-energy shift: -3.9 meV
Field 0.3 MV/cm: Poole-Frenkel lowering 0.181 eV
  apparent energy if 0.60 eV is zero-field depth: 0.332 eV
  tunnelling exponent at 340 K: 0.568; apparent-energy shift: -34.7 meV
Rough breakdown field: 3.0 MV/cm; mean field / breakdown: 0.033
```
